# Which Sites Allow a Force, a Field Gradient or a Cubic Field

## The decision

Before an LAPW calculation starts, three things have to be settled for every atom. Can a force act on it? Does it make sense to ask for an electric field gradient at its nucleus? Which angular functions must be stored for the density and potential in its sphere? All three answers follow from the point group $G$ of the site, the set of rotations and rotation-inversions about the nucleus that map the crystal onto itself.

Expand the potential in the sphere in real orthonormal harmonics,

$$V(\mathbf r)=\sum_{lm}v_{lm}(r)\,Y_{lm}(\hat{\mathbf r}).$$

Let $n_l(G)$ be the number of independent combinations of degree $l$ that are unchanged by all of $G$; these combinations are the lattice harmonics. The result is that a force needs $n_1>0$, a field gradient needs $n_2>0$, and an $l=4$ crystal field needs $n_4>0$. The third condition turns out to hold in all 32 crystallographic groups, so by itself it excludes no crystal site. The five cubic groups stand out because $n_1=n_2=0$ and $n_4=1$.

One assumption is used throughout: the charge density has the symmetry of the site. A solution that breaks this symmetry, for example through magnetic or orbital order, must be treated with its own, smaller group.

## Why l = 1, 2 and 4

Poisson's equation gives each component as an integral over the density component $\rho_{lm}$:

$$v_{lm}(r)=\frac{1}{(2l+1)\epsilon_0}\left[\frac{1}{r^{l+1}}\int_0^r\!\rho_{lm}s^{l+2}ds+r^l\!\int_r^\infty\!\rho_{lm}s^{1-l}ds\right].$$

Near the nucleus a non-relativistic density has $\rho_{lm}\propto r^l$, so the first term starts as $r^{l+2}$ and the second as $r^l$. The nucleus's own potential is left out. First derivatives at the origin therefore come from $l=1$. Second derivatives come from $l=2$ and from $l=0$, but the $l=0$ part is isotropic and adds only to the trace, which the field gradient excludes by definition.

The factors follow from $Y_{10}=\sqrt{3/4\pi}\,z/r$ and $Y_{20}=\sqrt{5/16\pi}\,(2z^2-x^2-y^2)/r^2$. The second $z$ derivative of the last bracket is 4, and $4\sqrt{5/16\pi}=\sqrt{5/\pi}$. For a charge $q$ at the origin, as $r\to0$,

$$F_z=-q\sqrt{\tfrac{3}{4\pi}}\,\frac{v_{10}}{r},\qquad V_{zz}=\sqrt{\tfrac5\pi}\,\frac{v_{20}}{r^2}.$$

A computed force $-\partial E/\partial\mathbf R$ also contains corrections for the basis moving with the atom. The rule still covers it: the energy is the same for displacements $\mathbf u$ and $g\mathbf u$, so its gradient at $\mathbf u=0$ obeys $\mathbf F=g\mathbf F$, as an $l=1$ invariant does.

Within a d shell, the field enters through integrals of $Y_{2m}Y_{lm''}Y_{2m'}$. The product of two $l=2$ functions has even parity and contains degrees up to 4, so $l=0,2,4$ contribute. The $l=0$ part shifts all levels equally. If $n_2=0$, these integrals split the shell through $l=4$ alone. This is a first-order statement for a shell with one fixed radial function. In real compounds the d orbitals also mix with those of the neighbours. That keeps the degeneracies the group dictates, but it can set most of the size of the splitting.

## The 32 groups

Both derivations need the list of groups. Take first a group $R$ of $N>1$ rotations. Each rotation other than the identity fixes two points of the unit sphere, its poles. Sort the poles into orbits under $R$. If $n_i$ rotations (identity included) fix a pole of orbit $i$, that orbit has $N/n_i$ poles. Counting pairs of rotation and pole in two ways gives

$$2(N-1)=\sum_i\frac{N}{n_i}(n_i-1)\;\Rightarrow\;2-\frac2N=\sum_i\Big(1-\frac1{n_i}\Big).$$

The left side lies in $[1,2)$ and each term on the right in $[\tfrac12,1)$, so there are two or three orbits.

- Two orbits: $\sum1/n_i=2/N$ with $n_i\le N$ forces $n_i=N$ for both. There is one axis: $C_n$.
- Three orbits: $\sum1/n_i=1+2/N>1$, so the smallest $n_i$ is 2. If the next is also 2, the third orbit has two poles, which define a main axis; the other rotations swap them and are half-turns perpendicular to it: $D_n$. If the next is 3, the third is 3, 4 or 5, with $N=12,24,60$. These are the rotations of the tetrahedron, octahedron and icosahedron: $T$, $O$, $I$. A next value of 4 or more would make the sum at most 1.

In a basis of lattice vectors a symmetry operation has integer entries, hence an integer trace $1+2\cos\theta$. This leaves axes of order 1, 2, 3, 4, 6 and eleven rotation groups: $C_1,C_2,C_3,C_4,C_6,D_2,D_3,D_4,D_6,T,O$.

Now admit improper elements. If $G$ contains the inversion, it is a rotation group together with its inverted copy: eleven more groups. If not, let $H$ be its rotations, and multiply each improper element by the inversion. The result is a rotation group $R$ of the same order, half of which is $H$. Such an $H$ contains the square of every element of $R$, which limits the choices. The pairs $R\supset H$ are

$C_2\supset C_1$ (Cs), $C_4\supset C_2$ (S4), $C_6\supset C_3$ (C3h), $D_2\supset C_2$ (C2v), $D_3\supset C_3$ (C3v), $D_4\supset C_4$ (C4v), $D_4\supset D_2$ (D2d), $D_6\supset C_6$ (C6v), $D_6\supset D_3$ (D3h), $O\supset T$ (Td).

$T$ has no such half, because its eight threefold rotations are all squares. The total is $11+11+10=32$. A search through all subgroups of Oh and D6h, the symmetry groups of the cubic and hexagonal lattices, found the same 32 kinds.

## First derivation: counting by characters

Write $Y_{lm}(g\hat{\mathbf r})=\sum_{m'}D_{mm'}(g)Y_{lm'}(\hat{\mathbf r})$, with $D$ orthogonal. The condition $V(g\mathbf r)=V(\mathbf r)$ reads $D^Tv=v$, and multiplying by $D$ gives $D(g)v=v$ for all $g$. Define the average

$$P=\frac1{|G|}\sum_{g}D(g).$$

Multiplication by $D(h)$ merely reorders the sum, so $D(h)P=P$ and hence $P^2=P$. Every vector $Pv$ is invariant, and every invariant $v$ satisfies $Pv=v$. So $P$ projects on the invariants. Its eigenvalues are 1 and 0, and its trace counts the ones:

$$n_l(G)=\frac1{|G|}\sum_g\chi_l(g),\qquad\chi_l=\operatorname{tr}D.$$

If $n_l=0$, then $v_l=0$. This proves the three conditions.

A trace does not depend on the basis, so put the rotation axis along $z$ and use functions $e^{im\varphi}$. Then $\chi_l=\sum_{m=-l}^{l}e^{im\theta}$. Multiplying by $e^{i\theta/2}-e^{-i\theta/2}$ cancels all but the end terms:

$$\chi_l(\theta)=\frac{\sin[(l+\frac12)\theta]}{\sin(\theta/2)},\qquad\chi_l(0)=2l+1.$$

Inversion times a rotation carries an extra $(-1)^l$.

**Cyclic groups.** Averaging $e^{2\pi ikm/n}$ over $k=0,\dots,n-1$ gives 1 if $n$ divides $m$ and 0 otherwise. Hence $n_l(C_n)=1+2\lfloor l/n\rfloor$.

**Dihedral groups.** The $n$ extra half-turns have $\chi_l(\pi)=(-1)^l$ each, so

$$n_l(D_n)=\frac{n(1+2\lfloor l/n\rfloor)+n(-1)^l}{2n}=\lfloor l/n\rfloor+\frac{1+(-1)^l}2 .$$

**Cubic groups.** $T$ has the identity, 3 half-turns and 8 threefold rotations. $O$ has the identity, 9 half-turns, 8 threefold and 6 fourfold rotations. For $l=1,2,3,4$ the characters are $3,5,7,9$ (identity), $-1,1,-1,1$ (half-turn), $0,-1,1,0$ (threefold) and $1,-1,-1,1$ (fourfold). For $l=4$,

$$n_4(T)=\frac{9+3+0}{12}=1,\qquad n_4(O)=\frac{9+9+0+6}{24}=1.$$

In the same way $n_2(T)=(5+3-8)/12=0$, $n_3(T)=(7-3+8)/12=1$ and $n_3(O)=(7-9+8-6)/24=0$; $n_1$ vanishes for both.

**Groups with improper elements.** For even $l$ the inversion changes nothing, so $n_l(G)=n_l(R)$. For odd $l$ a group containing the inversion has $n_l=0$. For the ten mixed groups the elements outside $H$ enter with a minus sign:

$$n_l(G)=\frac1{|R|}\Big(2\sum_H\chi_l-\sum_R\chi_l\Big)=n_l(H)-n_l(R),$$

because $|R|=2|H|$. For Td, for instance, $n_3=1-0=1$. This completes the table. A minus sign in the symbol marks a rotation combined with inversion.

| Group | Symbol | n1 | n2 | n3 | n4 |
|---|---|---|---|---|---|
| C1 | 1 | 3 | 5 | 7 | 9 |
| Ci | -1 | 0 | 5 | 0 | 9 |
| C2 | 2 | 1 | 3 | 3 | 5 |
| Cs | m | 2 | 3 | 4 | 5 |
| C2h | 2/m | 0 | 3 | 0 | 5 |
| D2 | 222 | 0 | 2 | 1 | 3 |
| C2v | mm2 | 1 | 2 | 2 | 3 |
| D2h | mmm | 0 | 2 | 0 | 3 |
| C4 | 4 | 1 | 1 | 1 | 3 |
| S4 | -4 | 0 | 1 | 2 | 3 |
| C4h | 4/m | 0 | 1 | 0 | 3 |
| D4 | 422 | 0 | 1 | 0 | 2 |
| C4v | 4mm | 1 | 1 | 1 | 2 |
| D2d | -42m | 0 | 1 | 1 | 2 |
| D4h | 4/mmm | 0 | 1 | 0 | 2 |
| C3 | 3 | 1 | 1 | 3 | 3 |
| S6 | -3 | 0 | 1 | 0 | 3 |
| D3 | 32 | 0 | 1 | 1 | 2 |
| C3v | 3m | 1 | 1 | 2 | 2 |
| D3d | -3m | 0 | 1 | 0 | 2 |
| C6 | 6 | 1 | 1 | 1 | 1 |
| C3h | -6 | 0 | 1 | 2 | 1 |
| C6h | 6/m | 0 | 1 | 0 | 1 |
| D6 | 622 | 0 | 1 | 0 | 1 |
| C6v | 6mm | 1 | 1 | 1 | 1 |
| D3h | -6m2 | 0 | 1 | 1 | 1 |
| D6h | 6/mmm | 0 | 1 | 0 | 1 |
| T | 23 | 0 | 0 | 1 | 1 |
| Th | m-3 | 0 | 0 | 0 | 1 |
| O | 432 | 0 | 0 | 0 | 1 |
| Td | -43m | 0 | 0 | 1 | 1 |
| Oh | m-3m | 0 | 0 | 0 | 1 |

A force is allowed in 10 groups, a field gradient in 27, an $l=4$ field in all 32.

## Second derivation: finding the functions

The same table follows by asking which functions survive the generators of each group. Put the main axis along $z$ and use $P_l^m(\cos\vartheta)\cos m\varphi$ and $P_l^m(\cos\vartheta)\sin m\varphi$, with $m\ge0$. Since $P_l^m(-t)=(-1)^{l+m}P_l^m(t)$, the rules are:

- $n$-fold rotation about $z$: $m$ is a multiple of $n$.
- Inversion: $l$ is even.
- Mirror $z\to-z$: $l+m$ is even.
- Half-turn about $x$ ($\vartheta\to\pi-\vartheta$, $\varphi\to-\varphi$): cosine if $l+m$ is even, sine if odd.
- Mirror $x\to-x$ ($\varphi\to\pi-\varphi$): cosine if $m$ is even, sine if odd.
- Fourfold rotation times inversion: $(-1)^le^{im\pi/2}=1$, so $m=0,4,\dots$ for even $l$ and $m=2,6,\dots$ for odd $l$.

**Force.** For $l=1$ the functions are $z$ ($m=0$) and $x,y$ ($m=1$). Any rotation axis along $z$ removes $x$ and $y$. The inversion, the mirror $z\to-z$, the half-turn about $x$ and the fourfold rotation-inversion each remove $z$. What remains is C1 (three components), Cs (two, in the mirror plane), and C2, C3, C4, C6 with C2v, C3v, C4v, C6v (one, along the axis).

**Field gradient.** $Y_{20}$ passes every rule above, so all 27 non-cubic groups allow a gradient. A rotation axis of order three or more, or a fourfold rotation-inversion axis (S4, D2d), removes $m=1$ and $m=2$, leaving a tensor symmetric about $z$, with $V_{xx}=V_{yy}=-V_{zz}/2$.

**Degree four.** $Y_{40}$ also passes every rule. D4 adds $\cos4\varphi$; D3 adds $\sin3\varphi$, since $4+3$ is odd; D6 adds nothing.

**Cubic groups.** Here polynomials are easier. Half-turns about $x,y,z$ keep $x^ay^bz^c$ if $a,b,c$ are all even or all odd. The threefold rotation permutes $x,y,z$ cyclically. Degree 1 has no candidate. Degree 2 leaves $x^2+y^2+z^2$, which is not harmonic. Degree 3 leaves $xyz$, which a fourfold rotation reverses but a fourfold rotation-inversion keeps; it therefore occurs in T and Td. Degree 4 leaves $A=x^4+y^4+z^4$ and $B=x^2y^2+y^2z^2+z^2x^2$. Their Laplacians are $12r^2$ and $4r^2$, so $A-3B$ is harmonic. With $r^4=A+2B$,

$$A-3B=\tfrac52\big(A-\tfrac35r^4\big).$$

This one function is unchanged by inversion and by fourfold rotations, so it serves all five cubic groups. On the unit sphere, with $c=\cos\vartheta$ and $\cos^4\varphi+\sin^4\varphi=(3+\cos4\varphi)/4$,

$$A-\tfrac35=\tfrac1{20}(35c^4-30c^2+3)+\tfrac14\sin^4\vartheta\cos4\varphi .$$

The normalized harmonics are $Y_{40}=\frac{3}{16\sqrt\pi}(35c^4-30c^2+3)$ and $Y_{44c}=\frac{3\sqrt{35}}{16\sqrt\pi}\sin^4\vartheta\cos4\varphi$. The coefficient ratio is thus $v_{44c}/v_{40}=5/\sqrt{35}=\sqrt{5/7}$.

## Allowed does not mean present

Is every allowed term realized by some arrangement? Place equal charges at all images $g\mathbf p$ of a point $\mathbf p$. By the addition theorem their degree-$l$ coefficients at the site are proportional to $\sum_gY_l(g\hat{\mathbf p})=|G|\,P\,Y_l(\hat{\mathbf p})$. As $\hat{\mathbf p}$ varies, the vectors $Y_l(\hat{\mathbf p})$ span all $2l+1$ dimensions, so their projections span all invariants. This was tested for all 32 groups: potentials of random charge orbits contained as many independent coefficients as the table states, for $l=1$ to 4.

For a given crystal an allowed term may still vanish. A relaxed atom on a C4v site has zero force because its position was adjusted, not because of symmetry. Conversely, a force on a D4h site shows that the density or the numerical treatment has lost the assumed symmetry. A force that vanishes by symmetry makes the site a stationary point of the energy, not necessarily a minimum. The nitrogen of planar ammonia (D3h) feels no force, yet the energy drops when it leaves the plane. The D4h site of the example below has $V_{xx}=-V_{zz}/2<0$, so a positive probe displaced along $x$ is pushed further away. Whether such a position is stable has to be tested by displacing the atom in a lower symmetry.

## A site losing its symmetry

Take six charges $-Ze$ with $Z=2$ at $a=2.0$ Å around a site, and a thin d shell of radius $r_0=0.8$ Å. With $k=e^2/(4\pi\epsilon_0)=14.3996$ eV Å, the $l=4$ energy of an electron is

$$U_4=Zk\frac{r_0^4}{a^5}\sum_{i=1}^6P_4(\cos\gamma_i)=Zk\frac{r_0^4}{a^5}\,\frac{35}4\Big(A-\frac35\Big),$$

where $\gamma_i$ is the angle to charge $i$. The last step uses $P_4(t)=(35t^4-30t^2+3)/8$, twice for each axis: $(35A-30+9)/4$. The sign is positive because electron and charges repel.

The level energies need averages over the sphere. Comparing Gaussian integrals in Cartesian and polar form gives $\langle x^8\rangle=\frac19$, $\langle x^6y^2\rangle=\frac1{63}$, $\langle x^4y^4\rangle=\frac1{105}$, $\langle x^4y^2z^2\rangle=\frac1{315}$. Hence $\langle x^4A\rangle=\frac{41}{315}$ and $\langle x^2y^2A\rangle=\frac{11}{315}$. The orbital densities, normalized to average 1, are $15x^2y^2$ for $xy$ and $\frac{15}4(x^2-y^2)^2$ for $x^2-y^2$:

$$\langle A\rangle_{xy}=\frac{11}{21},\qquad\langle A\rangle_{x^2-y^2}=\frac{15}4\cdot\frac{82-22}{315}=\frac57 .$$

The difference is $\frac4{21}$, and $\frac{35}4\cdot\frac4{21}=\frac53$. The splitting between the pair e ($z^2$, $x^2-y^2$) and the triple t2 ($xy,xz,yz$) is

$$E(e)-E(t_2)=\frac53Zk\frac{r_0^4}{a^5}=\frac53\cdot2\cdot14.3996\cdot\frac{0.4096}{32}=0.614\text{ eV}.$$

Direct integration of the full potential gives the same value. The number belongs to the point-charge model and is no estimate for a real complex, where mixing with ligand orbitals can make the gap several times larger. Force and gradient vanish, as Oh requires.

**Stretching to D4h.** Move the two axial charges out to 2.2 Å. Apart from the common factor $-Ze/(4\pi\epsilon_0)$, a charge at distance $d$ on the $z$ axis contributes $2/d^3$ to $V_{zz}$ and one in the plane $-1/d^3$:

$$V_{zz}=-2(14.3996)\Big(\frac4{2.2^3}-\frac4{2.0^3}\Big)=3.58\text{ V/Å}^2,$$

or $0.358\times10^{21}$ V/m². The force stays zero. Relative to their mean, the d levels are $-0.356$ eV ($xz,yz$), $-0.039$ eV ($z^2$), $0.068$ eV ($xy$) and $0.683$ eV ($x^2-y^2$). The orbitals reaching towards the withdrawn charges have dropped below their former partners.

**Shifting to C4v.** Move the site by 0.1 Å along $z$. A probe charge $+e$ is pulled up by the nearer axial charge, and down by the farther one and by the four in the plane:

$$F_z=28.80\left(\frac1{2.1^2}-\frac1{2.3^2}-\frac{4(0.1)}{4.01^{3/2}}\right)=-0.348\text{ eV/Å}.$$

The force now exists and points back. The linear estimate $-3.58\times0.1=-0.358$ eV/Å is slightly too large in size because $V_{zz}$ falls to 3.29 V/Å² at the shifted point.

**Odd terms and the d shell.** Four charges at the corners of a tetrahedron, also at 2.0 Å, give a Td site whose single $l=3$ coefficient $v_{3m}$ has size 3.68 V at the shell. On the $z$ axis $\sum P_4=4P_4(1/\sqrt3)=-\frac{14}9$, against $\frac72$ for the octahedron. Both sums have the same cubic form, so the splitting should change by the factor $-\frac49$. The computed $-0.273$ eV agrees: the $l=3$ part has no matrix elements within the d shell. It can act on the d levels only by mixing them with functions of odd parity, such as p or f, which this model leaves out.

## What each derivation assumes

Both derivations assume a density with the symmetry of the site, and neither uses the strength of the charges. The lattice enters through the list of groups alone.

The character count needs just the rotation angles and the parity of the elements. It requires no choice of axes and extends to any $l$, but it yields a number, not a function. It also works outside crystals. The icosahedral rotations comprise the identity, 20 threefold rotations, 15 half-turns and 24 fivefold ones with $\chi_4=-1$, so $n_4=(9+0+15-24)/60=0$. The fivefold rotations have $\chi_2=0$, so $n_2=(5-20+15+0)/60=0$ as well, and neither $l=2$ nor $l=4$ can split a d shell. Here the $l=4$ condition does exclude something: twelve charges at the corners of an icosahedron leave the d shell unsplit, as the numerical output confirms.

The second derivation needs explicit axes and generators. In return it delivers the functions an LAPW calculation stores. Turning the $x$ axis about $z$ may exchange cosine and sine or mix them, so the list of harmonics, and even its length, is tied to the local axes. Only the number of independent combinations, $n_l$, is not. A calculation that takes its functions from such a list must therefore orient each sphere's axes in the way the list assumes.

## Computed results

```
group  symbol  order  n1 n2 n3 n4  (numbers of invariants)
C1     1           1   3  5  7  9
Ci     -1          2   0  5  0  9
C2     2           2   1  3  3  5
Cs     m           2   2  3  4  5
C2h    2/m         4   0  3  0  5
D2     222         4   0  2  1  3
C2v    mm2         4   1  2  2  3
D2h    mmm         8   0  2  0  3
C4     4           4   1  1  1  3
S4     -4          4   0  1  2  3
C4h    4/m         8   0  1  0  3
D4     422         8   0  1  0  2
C4v    4mm         8   1  1  1  2
D2d    -42m        8   0  1  1  2
D4h    4/mmm      16   0  1  0  2
C3     3           3   1  1  3  3
S6     -3          6   0  1  0  3
D3     32          6   0  1  1  2
C3v    3m          6   1  1  2  2
D3d    -3m        12   0  1  0  2
C6     6           6   1  1  1  1
C3h    -6          6   0  1  2  1
C6h    6/m        12   0  1  0  1
D6     622        12   0  1  0  1
C6v    6mm        12   1  1  1  1
D3h    -6m2       12   0  1  1  1
D6h    6/mmm      24   0  1  0  1
T      23         12   0  0  1  1
Th     m-3        24   0  0  0  1
O      432        24   0  0  0  1
Td     -43m       24   0  0  1  1
Oh     m-3m       48   0  0  0  1
groups allowing l=1, 2, 3, 4: 10 27 18 32
icosahedral rotations, n1..n6: 0 0 0 0 0 1
e/(4 pi eps0) = 14.3996 V angstrom
ligand charge -2.0 e, distance 2.0 angstrom, d shell radius 0.8 angstrom
stretched axial distance 2.2, site shift 0.1 angstrom
Oh: force on +e, z = 0.0000 eV/angstrom
Oh: Vzz = 0.0000 V/angstrom^2 = 0.0000 10^21 V/m^2
Oh: d levels (eV) z2 0.3686, x2-y2 0.3686, xy -0.2458, xz=yz -0.2458
D4h: force on +e, z = 0.0000 eV/angstrom
D4h: Vzz = 3.5810 V/angstrom^2 = 0.3581 10^21 V/m^2
D4h: d levels (eV) z2 -0.0386, x2-y2 0.6827, xy 0.0683, xz=yz -0.3562
C4v: force on +e, z = -0.3482 eV/angstrom
C4v: Vzz = 3.2850 V/angstrom^2 = 0.3285 10^21 V/m^2
C4v: d levels (eV) z2 -0.0124, x2-y2 0.6521, xy 0.0446, xz=yz -0.3422
octahedron: V40 = -1.5246 V, V44c = -1.2885 V, ratio 0.8452
octahedron: E(e)-E(t2) = 0.6144 eV, formula 0.6144 eV
tetrahedron: E(e)-E(t2) = -0.2731 eV, ratio to octahedron -0.4444
tetrahedron: size of l=3 part at the shell = 3.6814 V
icosahedron of 12 charges: d-level spread = 0.0000 eV
```
